# Optimal Leg Geometry for an Unequal Thermoelectric Couple on a Chip

## Problem

A thermoelectric cooler on a chip is built from couples. Each couple has one n-type and one p-type leg, joined by metal at the cold end. The current passes through the legs one after the other, while heat flows through them side by side. Leg \(i\) (\(i=n,p\)) has length \(L_i\), uniform cross-section \(A_i\), resistivity \(\rho_i\), thermal conductivity \(k_i\) and Seebeck coefficient \(\alpha_i\), with \(\alpha_p>\alpha_n\). The hot junction is held at \(T_h\).

Take the material properties as constant, the heat flow as one-dimensional, the sides of the legs as insulated, and the metal and its contacts as perfect conductors.

1. Show that the lowest cold-junction temperature depends on the geometry through the product \(KR\) alone, where \(K\) is the total thermal conductance and \(R\) the electrical resistance of the couple.
2. Find the area-to-length ratios that minimize \(KR\), and the minimum. Which part of the geometry does this condition leave free?
3. Find the cost of a wrong choice, and explain the optimum through the temperature profiles in the legs.
4. Evaluate the result for film legs with \(\rho_n=20\) and \(\rho_p=10\ \mu\Omega\,\mathrm m\), \(k_n=1.2\) and \(k_p=1.5\ \mathrm{W/(m\,K)}\), \(\alpha_n=-160\) and \(\alpha_p=200\ \mu\mathrm{V/K}\). Both legs are 20 µm long, their areas add up to 5000 µm², and \(T_h=300\) K.
5. Contacts have a resistivity \(r_c\) (resistance times area) at each end of each leg. How do they change the optimum? How large are the other neglected effects?

## Solution

### 1. Why the product matters

Let \(y\) run along a leg from the cold end (\(y=0\)) to the hot end (\(y=L\)), and let \(I\) be the current. In a steady state, conduction must carry away the Joule heat released in each slice:

\[
kA\,\frac{d^2T}{dy^2}+\frac{I^2\rho}{A}=0 .
\]

Two integrations with \(T(0)=T_c\) give

\[
T(y)=T_c+T'(0)\,y-\frac{I^2\rho}{2kA^2}\,y^2 .
\]

The condition \(T(L)=T_h\), with \(\Delta T=T_h-T_c\), fixes the slope at the cold end:

\[
T'(0)=\frac{\Delta T}{L}+\frac{I^2\rho L}{2kA^2}.
\]

Define the area-to-length ratio \(g=A/L\), which is a length. The heat that the leg delivers to the cold junction is

\[
kA\,T'(0)=kg\,\Delta T+\frac12\,\frac{I^2\rho}{g}.
\]

The second term is half of the leg's Joule heat. The thermal conductances add because the legs are thermally in parallel, and the resistances add because they are in series:

\[
K=k_ng_n+k_pg_p,\qquad R=\frac{\rho_n}{g_n}+\frac{\rho_p}{g_p}.
\]

Let the current cross the cold junction from the n leg to the p leg. It brings in Peltier heat \(\alpha_nIT_c\) and takes away \(\alpha_pIT_c\). With \(S=\alpha_p-\alpha_n>0\), the heat absorbed from the cooled object is therefore

\[
Q_c=SIT_c-\tfrac12I^2R-K\,\Delta T .
\]

The lowest temperature is reached without a load, \(Q_c=0\), so that \(K\Delta T=SIT_c-\tfrac12I^2R\). Completing the square in \(I\) gives

\[
K\Delta T=\frac{S^2T_c^2}{2R}-\frac R2\left(I-\frac{ST_c}{R}\right)^2\le\frac{S^2T_c^2}{2R}.
\]

With \(Z=S^2/(KR)\), this says

\[
T_c+\tfrac12ZT_c^2\ \ge\ T_h .
\]

The left side grows with \(T_c\), so the lowest \(T_c\) is the one for which equality holds, reached at \(I=ST_c/R\). The positive root of the quadratic equation is

\[
T_c=\frac{\sqrt{1+2ZT_h}-1}{Z}.
\]

At a given \(T_c\) the left side also grows with \(Z\), so a larger \(Z\) moves the root down. Since \(S\) is a property of the materials, geometry enters through \(KR\) alone, and the smallest \(KR\) gives the coldest junction.

This holds for the lowest temperature without load. A different aim can give a different optimum. Suppose that \(\Delta T=0\) and that the most heat is to be pumped with legs of equal length and a fixed total area. The largest \(Q_c\) is then \(S^2T_c^2/(2R)\), and \(R\) alone must be minimized. Moving a little area from one leg to the other leaves \(R\) unchanged to first order when \(\rho_n/A_n^2=\rho_p/A_p^2\), so \(A_n/A_p=\sqrt{\rho_n/\rho_p}\), without the thermal conductivities.

### 2. The minimum

Multiply out the product and write \(x=g_n/g_p\):

\[
KR=k_n\rho_n+k_p\rho_p+k_n\rho_p\,x+\frac{k_p\rho_n}{x}.
\]

The ratios \(g_n\) and \(g_p\) appear only through their quotient. Minimizing \(KR\) therefore cannot fix an area-to-length ratio for each leg; it fixes \(x\). To find the best \(x\), complete the square in the last two terms:

\[
k_n\rho_p x+\frac{k_p\rho_n}{x}
=\left(\sqrt{k_n\rho_p x}-\sqrt{\frac{k_p\rho_n}{x}}\right)^2+2\sqrt{k_n\rho_n k_p\rho_p}.
\]

The last term does not depend on \(x\). The square is never negative, and it vanishes when \(k_n\rho_p x=k_p\rho_n/x\), which has one positive solution:

\[
x^*=\left(\frac{g_n}{g_p}\right)_{\rm opt}=\sqrt{\frac{\rho_n k_p}{\rho_p k_n}} .
\]

What remains is a perfect square,

\[
(KR)_{\min}=k_n\rho_n+k_p\rho_p+2\sqrt{k_n\rho_nk_p\rho_p}
=\left(\sqrt{k_n\rho_n}+\sqrt{k_p\rho_p}\right)^2 .
\]

Compare legs of equal length. If their thermal conductivities are equal, the leg with the higher resistivity should be wider, to lower its resistance. If their resistivities are equal, the leg with the higher thermal conductivity should be narrower, to limit its heat leak. If one leg has both the higher resistivity and the higher thermal conductivity, the two demands compete, and the leg with the larger \(\rho_i/k_i\) should be wider.

The common scale is free, and so is the length of each leg separately, as long as its area changes in proportion so that its \(g_i\) stays the same. If both \(g_n\) and \(g_p\) are multiplied by \(c\), then \(K\) becomes \(cK\) and \(R\) becomes \(R/c\). The lowest temperature stays the same, while the best current \(ST_c/R\) and the heat pumped at given temperatures and best current grow by the factor \(c\). The scale is thus chosen from the heat load and the available current.

Two cases show what the formula contains.

- If \(\rho_n/k_n=\rho_p/k_p\), then \(x^*=1\). Legs of different materials may thus still call for equal area-to-length ratios.
- If both legs are metals that obey the Wiedemann–Franz law, \(k_i\rho_i=\mathcal L T\) with the same Lorenz number \(\mathcal L\), take \(T\) as the mean of the junction temperatures. Then \(k_p/k_n=\rho_n/\rho_p\). This gives \(x^*=\rho_n/\rho_p\) and \((KR)_{\min}=4\mathcal LT\). The resistivities drop out of the minimum, and \(ZT=S^2/(4\mathcal L)\) depends on the materials through \(S\) alone.

### 3. The cost of a wrong ratio, and the temperature profiles

Put \(x=x^*e^u\), so that \(u=\ln(x/x^*)\), and let \(m=\sqrt{k_n\rho_nk_p\rho_p}\). Inserting \(x^*\) gives \(k_n\rho_px^*=m\) and \(k_p\rho_n/x^*=m\). The two terms that depend on \(x\) add up to \(m(e^u+e^{-u})=2m\cosh u\), hence

\[
KR-(KR)_{\min}=2m(\cosh u-1)=4m\,\sinh^2\!\left(\tfrac12\ln\frac{x}{x^*}\right).
\]

A ratio too large by some factor costs as much as one too small by the same factor. The relative cost also has a bound that holds for all materials. From \((a+b)^2\ge4ab\) with \(a=\sqrt{k_n\rho_n}\) and \(b=\sqrt{k_p\rho_p}\) follows \((KR)_{\min}\ge4m\), so the relative excess is at most \(\sinh^2(u/2)\). For an error of a factor 2 this is \((2+\tfrac12-2)/4=1/8\). The minimum is flat: an error of a factor 1.5 in the ratio raises \(KR\) by at most 4.2 %, whether it comes from the mask or from the material data used to choose the ratio.

For the physical meaning, write the temperature profile in terms of the fractional position \(s=y/L\). Inserting \(T'(0)\) and \(L/A=1/g\) gives

\[
T=T_c+\Delta T\,s+B\,s(1-s),\qquad B=\frac{I^2\rho}{2kg^2}.
\]

The last term is a bulge caused by Joule heat, with height \(B/4\) at mid-leg. The bulges of the two legs are equal when \(\rho_n/(k_ng_n^2)=\rho_p/(k_pg_p^2)\), that is, when \(x^2=\rho_nk_p/(\rho_pk_n)\). This is the condition for the optimum: the best couple is the one whose two legs have the same temperature at the same fractional position.

The size of the bulge at the lowest temperature also follows. At the optimum, \(\rho_i/g_i=\lambda k_ig_i\) with the same \(\lambda\) for both legs. Summing over the legs gives \(\lambda=R/K\), so \(B=I^2R/(2K)\). Without load and at the best current, \(SIT_c=I^2R\), and the heat balance becomes \(\tfrac12I^2R=K\Delta T\). Hence \(B=\Delta T\). The bulge is \(\Delta T/4\), and the slope \(dT/ds=\Delta T+B(1-2s)\) vanishes at the hot end \(s=1\). In both legs the profile just levels off as it reaches the hot junction.

### 4. Numbers

The best ratio is

\[
x^*=\sqrt{\frac{20\times1.5}{10\times1.2}}=\sqrt{2.5}=1.58 .
\]

The lengths are equal, so this is also the ratio of the areas:

\[
A_n=5000\,\frac{1.58}{2.58}\approx3063\ \mu\mathrm m^2,\qquad A_p\approx1937\ \mu\mathrm m^2 .
\]

Dividing by 20 µm gives \(g_n=153\) µm and \(g_p=97\) µm. These two values follow from the chosen total area; only their quotient follows from the minimum.

The products \(k_i\rho_i\) are 24 and 15, in units of \(10^{-6}\ \mathrm{V^2/K}\), so in the same units

\[
(KR)_{\min}=24+15+2\sqrt{24\times15}=76.95 .
\]

The separate factors are \(K=0.329\) mW/K and \(R=234\) mΩ. With \(S=360\ \mu\mathrm{V/K}\),

\[
Z=\frac{(360\times10^{-6})^2}{76.95\times10^{-6}}=1.68\times10^{-3}\ \mathrm{K^{-1}},\qquad ZT_h=0.505 .
\]

The formula for \(T_c\) gives 248.1 K, so the largest temperature difference is **51.9 K**. The current is \(ST_c/R=0.382\) A. The bulge is 13.0 K, one quarter of 51.9 K. Legs ten times as long with the same areas would reach the same temperature at one tenth of the current.

The table compares other area ratios, with lengths and total area held fixed and the current chosen anew for each.

| \(A_n/A_p\) | \(KR\) (\(10^{-6}\ \mathrm{V^2/K}\)) | Excess over minimum | Largest \(\Delta T\) |
|---|---|---|---|
| 1.58 | 76.95 | 0 | 51.9 K |
| 1 | 81.00 | 5.3 % | 50.0 K |
| 0.63 | 94.02 | 22.2 % | 44.9 K |

Equal legs lose about 2 K. The last row has the right number applied to the wrong leg, and it loses 7 K, so with these materials equal legs are better than an inverted ratio.

The profiles show what is wrong with equal legs. Keep the current at 0.382 A and the junctions at 248.1 K and 300 K, and make the areas equal. The bulge is then 19.5 K in the n leg and 7.8 K in the p leg. For the n leg \(B=4\times19.5=78\) K exceeds \(\Delta T\), so the slope at the hot end is negative: part of this leg is hotter than the hot junction.

### 5. Contacts and other neglected effects

Let both legs have the same length \(L\). The two contacts of leg \(i\) add \(2r_c/A_i\) to its resistance:

\[
\frac{\rho_iL}{A_i}+\frac{2r_c}{A_i}=\left(\rho_i+\frac{2r_c}{L}\right)\frac{L}{A_i}.
\]

Half of the contact heat arises at the cold junction, so the balance for \(Q_c\) keeps its form. The earlier result holds with \(\rho_i\) replaced by \(\rho_i+2r_c/L\):

\[
x^*=\sqrt{\frac{(\rho_n+2r_c/L)\,k_p}{(\rho_p+2r_c/L)\,k_n}} .
\]

Unless \(\rho_n=\rho_p\), the optimum now depends on the length, and it no longer coincides exactly with equal profiles in the two legs, because the contact heat does not enter the bulge \(B\). At the best current the profiles also no longer level off at the hot end. For very short legs it tends to \(\sqrt{k_p/k_n}\), because the contacts, equal for both legs, then dominate the resistance. For \(r_c=10^{-7}\ \Omega\,\mathrm{cm^2}\), a rough value for a good contact, \(2r_c/L\) is 1 µΩ m. The best ratio moves from 1.58 to 1.54. The shape hardly changes, but at the original areas the contacts add 7.2 % to \(R\). Contacts ten times worse would add 72 %.

The material values in this example are rough but typical of bismuth-telluride-type films, with an n film that is clearly the poorer one; better material reaches a \(ZT\) near 1. The estimates below also use rough inputs and keep the areas of part 4 where geometry enters.

- **Metal and air.** Let the legs fill 30 % of the module area. Two copper straps, each 50 µm wide and 5 µm thick, have a resistivity of 0.017 µΩ m. With the 91 µm between the centres of the legs as the current path in each, they add 5.3 % to \(R\). Air between the legs, with \(k=0.026\ \mathrm{W/(m\,K)}\), adds 4.6 % to \(K\). Together with the good contacts, \(KR\) rises by a factor \((1+0.072+0.053)\times1.046\approx1.18\), and the largest \(\Delta T\) falls from 51.9 K to 46.1 K.
- **Temperature of use.** Let \(\rho_n\propto T^{1.5}\), \(\rho_p\propto T^2\) and \(\alpha\propto T^{0.5}\), with constant \(k\). At 360 K the minimum of \(KR\) is 37 % higher than at 300 K and \(S^2\) is 20 % higher, so \(Z\) is about 12 % lower. The product \(ZT_h\), with \(T_h\) raised from 300 to 360 K, is still about 5 % higher. With all values taken at 360 K the best ratio is 1.51; with the properties varying along the legs it is 1.55. These power laws and the constant \(k\) leave out bipolar conduction, which in narrow-gap tellurides lowers \(|\alpha|\) and raises \(k\) as the temperature rises, so they should not be carried far above room temperature.
- **Thomson heat.** A Seebeck coefficient that varies along the leg gives a further heat of order \(T(dS/dT)\,I\Delta T=0.5\,SI\Delta T\). This is about 10 % of the Joule heat \(I^2R\). When \(|\alpha|\) grows with temperature, this heat is absorbed in the legs and helps the cooling. If the values of part 4 hold at 300 K and follow the power laws above along the legs, a numerical solution of the heat equation gives a largest \(\Delta T\) of about 56 K instead of 51.9 K and a best ratio of about 1.62. The gain comes from the lower resistivity of the cold legs; with \(\alpha(T)\) alone the result is 50 K.
- **Crystal direction.** These crystals are layered, and the values must be those along the current. Suppose they were measured in the plane of fully oriented layers, while the current crosses the layers. With \(\rho_n\) then 4 times and \(\rho_p\) 2.7 times as large, and both \(k_i\) halved, the best ratio is 1.92 and the minimum of \(KR\) is 70 % higher.
- **Heat sink.** Without load, all the electrical power \(SI\Delta T+I^2R=41\) mW leaves at the hot side. Over the module area this is 248 W/cm². In a large array, where the heat flows straight down, it warms the top of a 0.5 mm silicon substrate with \(k=150\ \mathrm{W/(m\,K)}\) by 8.3 K above its back face. The 51.9 K counts from the hot junction. With that junction at 300 K and a current of 0.382 A, the cold junction is therefore about 44 K below the back face. That current is no longer the best one: near it \(T_c\) hardly changes with \(I\), while the power falls as the current is lowered. At 0.32 A the difference reaches its largest value, about 45 K. The insulating film needed between the metal and the silicon reduces this further. If the 41 mW cross an oxide film with \(k=1.4\ \mathrm{W/(m\,K)}\) only beneath the legs, the drop across it is 1.8 K at a thickness of 0.3 µm and 5.9 K at 1 µm. With the current lowered to its new best value, the cold junction then lies about 44 K and 41 K below the back face.

A new best ratio was computed for the contacts, the temperature of use and the crystal direction. In each of these cases \(KR\) changes by a larger percentage than the best ratio does. The largest of the three shifts of the ratio comes from the crystal direction. Even there, keeping 1.58 instead of 1.92 is an error of a factor 1.22, which by the bound of part 3 costs at most about 1 % in \(KR\).
